Bruggeman–Hanai mixing for insulating and perfectly conducting spheres

**Q.** The field of a single sphere in a uniform medium is a solved problem. A mixture that is more than half spheres is not a single sphere. How can the one lead to the other?

**A.** By adding the spheres a few at a time. Take fields varying as exp(+iωt) and give each material a complex relative permittivity

ε = ε′ − iσ/(ωε₀),

which carries both displacement and conduction current. Particles are small enough for quasistatic fields, so E = −∇V and ∇·(ε∇V) = 0.

Put one sphere of radius a and permittivity ε_p in a medium ε with far field E₀. The potentials are

inside: V = −A r cosθ
outside: V = −(E₀ r − b a³/r²) cosθ.

Continuity of V at r = a gives A = E₀ − b. Continuity of ε ∂V/∂r gives ε_p A = ε(E₀ + 2b). Substituting b = E₀ − A,

ε_p A = ε(3E₀ − 2A), so A = 3εE₀/(ε_p + 2ε).

Now let such spheres occupy a small fraction f of the volume. With D the complex displacement divided by ε₀, the quantity D − εE vanishes outside the added spheres and equals (ε_p − ε)A inside them. Its volume average is therefore f(ε_p − ε)A. By definition of the new effective permittivity ε + dε, the same average is dε⟨E⟩. Since ⟨E⟩ differs from E₀ by terms of order f, which affect dε at order f², the leading order is

dε = 3fε(ε_p − ε)/(ε_p + 2ε).

**Q.** Then set f = dφ, where φ is the volume fraction of spheres, and integrate.

**A.** That would miscount the volume. Let the mixture have volume V_t, of which φV_t is spheres. Adding a sphere volume dv gives

φ + dφ = (φV_t + dv)/(V_t + dv).

To first order the right side is φ + (1 − φ)dv/V_t. The added fraction itself is f = dv/V_t to the same order. Hence

f = dφ/(1 − φ).

The factor 1/(1 − φ) appears because each addition also dilutes the spheres already present. The differential equation is

dε/dφ = 3ε(ε_p − ε)/[(1 − φ)(ε_p + 2ε)], with ε = ε_m at φ = 0,

where ε_m belongs to the host.

**Q.** You treated the existing mixture as a smooth medium. A new sphere sees individual neighbours, not an average.

**A.** That is the physical assumption of the model. It is justified if each new sphere is much larger than those already there, and if spheres of one batch are far apart. The mixture is then hierarchical, with a very broad range of sizes, and no sphere touches another. For equal spheres the equation is an approximation, whose sensitivity to structure has to be examined separately.

**Q.** Granting that, show me the integration.

**A.** Separate the variables:

(ε_p + 2ε)/[3ε(ε_p − ε)] dε = dφ/(1 − φ).

The left fraction splits as

1/(3ε) + 1/(ε_p − ε) = [(ε_p − ε) + 3ε]/[3ε(ε_p − ε)] = (ε_p + 2ε)/[3ε(ε_p − ε)].

Integrating from the pure host to fraction φ,

(1/3) ln(ε/ε_m) − ln[(ε_p − ε)/(ε_p − ε_m)] = −ln(1 − φ).

The minus sign of the second logarithm comes from d(ε_p − ε) = −dε. Change all signs and exponentiate:

[(ε_p − ε)/(ε_p − ε_m)] (ε_m/ε)^(1/3) = 1 − φ.

This is the Bruggeman–Hanai equation.

**Q.** With complex permittivities there are three cube roots. Which one do you mean?

**A.** The one reached continuously from 1 at φ = 0. To identify it, put t = −ln(1 − φ), so dt = dφ/(1 − φ), and u = ε_p/ε. Then

d(ln ε)/dt = 3(u − 1)/(u + 2) = 3 − 9/(u + 2).

The imaginary part is the rate of change of the phase:

d(arg ε)/dt = 9 Im u/|u + 2|².

Im u has the sign of sin(arg ε_p − arg ε). Passive host and sphere materials with positive ε′ have phases between −π/2 and 0, so the phase of ε moves towards that of ε_p. It cannot cross it, because the rate vanishes when the phases agree. Thus ε_m/ε has a phase between −π/2 and π/2, and the principal cube root is the right one.

A test used ε_m = 3 − 0.2i, ε_p = 10 − 40i and five fractions from 0.1 to 0.9. The spheres were added in finite batches, and the result was extrapolated to infinitely many. The two sides of the integrated equation then differed by at most 2.2×10⁻⁷.

**Q.** Now make the spheres insulating. What happens to the dc conductivity?

**A.** Steady conduction obeys ∇·(σ∇V) = 0 with the same matching conditions, so σ replaces ε throughout. With σ_p = 0 the first factor becomes (−σ)/(−σ_m) = σ/σ_m, and

(σ/σ_m)(σ_m/σ)^(1/3) = (σ/σ_m)^(2/3) = 1 − φ.

Raising both sides to the power 3/2,

σ = σ_m(1 − φ)^(3/2).

The exponent can be read from the single sphere. For σ_p = 0 the differential step is dσ/σ = −(3/2)f. An added insulating sphere thus lowers the conductivity by 3/2 times its volume fraction. The interior field shows why: for σ_p = 0 it is A = (3/2)E₀, so the missing current is σA = (3/2)σE₀ per unit of sphere volume. One part would be missing if the field there stayed E₀; the extra half comes from the surface charge that steers the current around the sphere.

**Q.** And the opposite case, perfectly conducting spheres?

**A.** Let |ε_p| → ∞ at fixed φ < 1. The differential step becomes dε/ε = 3f, so ε stays finite and (ε_p − ε)/(ε_p − ε_m) → 1. What remains is

(ε_m/ε)^(1/3) = 1 − φ, so ε = ε_m(1 − φ)^(−3).

The whole complex host permittivity is multiplied by one real factor. A slightly lossy host therefore gives a mixture with a larger permittivity but the same loss tangent.

Both powers were tested by batch addition at φ = 0.1, 0.2, 0.4 and 0.6, with ε_p/ε_m = 0 and 10¹². The largest relative differences from the formulas were 2.2×10⁻⁸ and 3.5×10⁻⁶.

**Q.** The second law diverges at φ = 1, where the material is all sphere and must have ε = ε_p. Something has broken.

**A.** The order of limits has. Write k = ε_p/ε_m and y = ε/ε_m, so that

[(k − y)/(k − 1)] y^(−1/3) = 1 − φ.

For large |k|, with y₀ = (1 − φ)^(−3), the first factor is

(1 − y/k)/(1 − 1/k) ≈ 1 − (y₀ − 1)/k.

Therefore y^(1/3) ≈ [1 − (y₀ − 1)/k]/(1 − φ), and cubing gives

y ≈ y₀[1 − 3(y₀ − 1)/k].

The power law needs |k| ≫ y₀. At any finite contrast this fails close enough to φ = 1, and the full equation then takes ε to ε_p.

For small |k|, rewrite the equation as

y^(2/3)(1 − k/y)/(1 − k) = 1 − φ.

With y₀ = (1 − φ)^(3/2), this gives y^(2/3) ≈ (1 − φ)(1 − k + k/y₀). Raising to the power 3/2 and keeping first order in k,

y ≈ y₀[1 + (3/2)k(1/y₀ − 1)] = y₀ + (3/2)k(1 − y₀).

Here the condition is |k| ≪ y₀.

**Q.** So if insulating grains sit in salt water, its low-frequency permittivity also falls as (1 − φ)^(3/2)?

**A.** No. At low frequency ε_m is dominated by −iσ_m/(ωε₀), so k = ε_p/ε_m is small even when the grains have an ordinary permittivity. Multiplying the last result by ε_m gives

ε ≈ ε_m y₀ + (3/2)ε_p(1 − y₀).

The neglected term is of order ε_p²/ε_m, which vanishes as ω → 0. For grains with no conductivity the real part is

ε′ = ε′_m y₀ + (3/2)ε′_p(1 − y₀).

The grains carry no conduction current, but they do carry displacement current, and the second term records it.

**Q.** How much of this depends on your hierarchical structure?

**A.** Compare it with another structure at the same φ: space filled by coated spheres of many sizes, each with a core of radius a and a host shell of outer radius R, where φ = a³/R³. Choose the effective medium so that a coated sphere leaves the uniform field E₀ outside it undisturbed.

For a perfectly conducting core, the shell potential −C(r − a³/r²)cosθ vanishes at r = a. Matching potential and normal displacement at R gives

C(1 − φ) = E₀ and ε_m C(1 + 2φ) = εE₀,

hence ε/ε_m = (1 + 2φ)/(1 − φ).

For an insulating core, −C[r + a³/(2r²)]cosθ has no radial current at r = a. Matching at R gives

C(1 + φ/2) = E₀ and σ_m C(1 − φ) = σE₀,

hence σ/σ_m = 2(1 − φ)/(2 + φ).

Expanding in φ shows where the structures part:

conducting: 1 + 3φ + 6φ² (differential), 1 + 3φ + 3φ² (coated)
insulating: 1 − (3/2)φ + (3/8)φ² (differential), 1 − (3/2)φ + (3/4)φ² (coated).

The first-order terms agree because they describe isolated spheres. The second-order terms depend on arrangement, so the two powers are results for this model, not for every suspension.

**Q.** Put numbers to the conducting case, with a real filler.

**A.** Take nickel spheres of radius 1 µm at φ = 0.20 in an epoxy-like polymer, at 1 kHz. Rough typical values are ε′_m = 3.5, a host conductivity of 10⁻¹² S/m and a nickel conductivity of 1.4×10⁷ S/m. The contrast |k| is about 7×10¹³, so bare nickel is in the conducting limit:

ε/ε_m = 0.80^(−3) = 1.953
ε′ = 3.5 × 1.953 = 6.84.

The loss tangent is 5.1×10⁻⁶ in both host and mixture. It comes from host conduction alone; dipolar loss in the polymer is left out.

**Q.** Real nickel powder has an oxide skin, and its particles do not come in your ideal hierarchy of sizes.

**A.** For the real permittivity, the skin matters little on spheres of 1 µm radius. A metal core filling a fraction c of a sphere, under a shell ε_s, acts by the coated-sphere result as a uniform sphere of permittivity ε_s(1 + 2c)/(1 − c). For a 3 nm oxide with ε_s = 12, c = 0.997³ and the result is 3988. The contrast falls to about 1140, and the mixture permittivity drops by 0.25% relative to the ideal law. This takes the oxide as a lossless dielectric. Nickel oxide is a semiconductor, and a leaky skin adds loss: the loss tangent of the mixture would rise from 5.1×10⁻⁶ to about 9×10⁻⁶ for an oxide conductivity of 10⁻⁹ S/m, and to about 1.2×10⁻³ near 7×10⁻⁷ S/m, where conduction and displacement currents in the skin are about equal. Smaller spheres have relatively thicker skins: if the radii ran from 10 nm to 1 µm, with equal added fractions f = dv/V_t per logarithmic interval of radius and the smallest added first, the drop would be about 4.3%; with equal sphere volumes per interval it would be about 4.6%.

The arrangement of the spheres matters more. Equal 1 µm spheres break the hierarchical assumption; on a simple cubic lattice, perfectly conducting ones would give a ratio of about 1.76 instead of 1.953. The coated-sphere structure gives a ratio of 1.750, which is 10.4% below the differential value. That difference measures sensitivity to structure and is not an error bound. Clusters of touching particles are in neither model and could raise the permittivity or make the composite conduct. The value 6.8 therefore presumes the hierarchical structure as well as good dispersion; the coated-sphere structure would give 6.1.

Two other effects are small. With a relative permeability of 100, the skin depth √[2/(ωμσ)] is 425 µm, far above the radius. Heating by 50 K, with a host volume expansion of 1.8×10⁻⁴ per kelvin and rigid spheres, lowers φ and reduces the ratio ε/ε_m by 0.53%. The polymer's own change of permittivity with temperature is not included.

**Q.** A higher permittivity is no use if the polymer breaks down between the spheres.

**A.** The field there can be estimated from energy. Neglect the small host loss. No field enters a perfect conductor, so all the stored energy lies in the host:

εE₀² = ε_m(1 − φ)⟨E²⟩_host.

Inserting ε/ε_m = (1 − φ)^(−3) gives a spatial rms host field of

E_rms = E₀(1 − φ)^(−2) = 1.5625 E₀.

Near the pole of a large, last-added sphere the averaged field is higher still. For ε_p → ∞ the single-sphere solution has A = 0 and b = E₀, so the pole field is E₀ + 2b = 3E₀. Combining the factors for an applied 0.010 MV/cm,

3 × 1.5625 × 0.010 MV/cm = 0.047 MV/cm.

This is below a rough polymer strength of 0.20 MV/cm. It is an estimate of a local rms field, not of the maximum, so it does not show that the composite is safe from breakdown. For just two uncharged conducting spheres of radius 1 µm, in line with the applied field, the field in the gap reaches 20 times the applied one when the gap is about 0.06 µm. Here that already equals the 0.20 MV/cm quoted above, and closer pairs exceed it. That figure is a bulk value, and the strength across a sub-micrometre gap is generally higher, so the comparison flags a risk and does not predict breakdown.

**Q.** How narrow must a gap be before electrons tunnel across and short the particles together?

**A.** Take a rectangular barrier of height Φ = 1 eV, the free-electron mass m and low voltage. Let κ = √(2mΦ)/ħ, and approximate the transmission at transverse wave number q by exp[−2d√(κ² + q²)] for a gap d. With elementary charge q_e and two spins, the conductance per area is

G = (2q_e²/h) ∫₀^∞ (q dq/2π) exp[−2d√(κ² + q²)].

Substituting p = √(κ² + q²), so that q dq = p dp, gives

G = (2q_e²/h)(1/2π) e^(−2κd) [κ/(2d) + 1/(4d²)].

Setting G equal to the displacement admittance per area, ωε₀ε′_m/d, gives d ≈ 2.5 nm at 1 kHz. The transmission prefactor left out here would add between 0.13 nm and 0.02 nm for free-electron Fermi energies from 2 to 12 eV. Equal spheres on a simple cubic lattice at this φ have surface gaps of 0.756 µm, so tunnelling is negligible for well-separated particles. Within clusters it could matter where the oxide is missing or broken. Two intact 3 nm skins keep the metal cores at least 6 nm apart, which for the same barrier is too far. The barrier and mass are assumed values, and the crossover gap depends on them: it is 1.5 nm for 3 eV, 3.5 nm for 0.5 eV, and 6.3 nm for 0.5 eV with an effective mass of 0.3m. Conduction through the bulk of the oxide, which is a semiconductor, is not included and can also connect touching particles.

**Q.** And the insulating case?

**A.** Take silicate grains of radius 100 µm at φ = 0.60 in salt water of conductivity 5 S/m, a rough model of water-saturated sand. Then

σ = 5 × 0.40^(3/2) = 5 × 0.2530 = 1.26 S/m.

At the same 1 kHz, displacement current in the water is only 8.9×10⁻⁷ of the conduction current. With rough permittivities of 80 for water and 4.5 for the grains,

ε′ = 80 × 0.2530 + 1.5 × 4.5 × 0.7470 = 25.3.

Scaling the water permittivity by the 3/2 law alone would give 20.2. Direct batch mixing of the complex permittivities also gives 25.3. Polarization of the ion layers at grains and electrodes is left out, so this number should not be taken as a prediction for a measured wet sand.

**Q.** Those ion layers also conduct along the grain surfaces. Are the grains really insulating?

**A.** Very nearly, for this size. Let the surface have sheet conductance K. The tangential field on the sphere is −A sinθ, and the surface current it drives has divergence −2KA cosθ/a. Current conservation then requires an outside radial current 2KA cosθ/a, just as for a uniform sphere with

σ_p = 2K/a.

For a rough K = 10⁻⁹ S this is 2×10⁻⁵ S/m. The finite-contrast formula gives a relative increase of 1.8×10⁻⁵ in σ. Since σ_p grows as 1/a, the effect is larger for finer grains.

Structure is again the larger uncertainty. The coated-sphere ratio is 0.3077, which is 21.6% above the 3/2 law, and real sand has touching, non-spherical grains that neither model describes. Temperature also moves the absolute value: at a rough 2% per kelvin, a 10 K rise adds 0.25 S/m. The ratio σ/σ_m is unaffected as long as the grains remain effectively insulating and φ is held fixed. The remaining digits are in the numerical output.

Calculated quantities

```
TESTS
Integrated relation, largest residual: 2.2e-07
3/2 law, largest relative error: 2.2e-08
-3 law, largest relative error: 3.5e-06
Pole field / far field, contrast 1e4: 2.9994
EXAMPLE A: nickel spheres in polymer (rough inputs)
Frequency: 1.0 kHz
Volume fraction: 0.20
Sphere radius: 1.0 um
Polymer relative permittivity: 3.50
Polymer conductivity: 1.0e-12 S/m
Nickel conductivity: 1.4e+07 S/m
Nickel |permittivity|/polymer: 7.19e+13
Permittivity ratio, -3 law: 1.9531
Mixture relative permittivity, -3 law: 6.836
Same, explicit mixing: 6.836
Loss tangent, host: 5.136e-06; mixture: 5.136e-06
Coated-sphere permittivity ratio: 1.7500
Coated-sphere value relative to -3 law: -10.4 %
Oxide: 3.0 nm, permittivity 12.0
Oxidized sphere effective permittivity: 3988
Oxide shift of mixture permittivity: -0.25 %
Nickel relative permeability: 100
Skin depth: 425 um
Host volume expansion: 1.8e-04 /K; heating 50 K
Thermal shift of permittivity ratio: -0.53 %
Host rms field / applied field: 1.5625
Applied field: 0.010 MV/cm
Estimated pole rms field: 0.0469 MV/cm
Polymer breakdown strength: 0.20 MV/cm
Surface gap in cubic array: 0.756 um
Tunnel barrier: 1.0 eV
Gap where tunnel = displacement current: 2.52 nm
EXAMPLE B: silicate grains in salt water (rough inputs)
Volume fraction: 0.60; grain radius 100 um
Water conductivity: 5.00 S/m
Conductivity ratio, 3/2 law: 0.2530
Mixture conductivity, 3/2 law: 1.2649 S/m
Coated-sphere conductivity ratio: 0.3077
Coated-sphere value relative to 3/2 law: 21.6 %
Relative permittivity: water 80.0, grain 4.5
Mixture low-frequency permittivity, formula: 25.281
Same, explicit mixing: 25.281
Water permittivity times 3/2-law ratio: 20.239
Surface conductance: 1.0e-09 S
Equivalent grain conductivity: 2.0e-05 S/m
Surface-conduction relative shift: 1.8e-05
Displacement/conduction current in water: 8.9e-07
Water conductivity change: 2.0 %/K
Mixture conductivity change for 10 K: 0.253 S/m
```
